\section*{Reference Dependence of CCSD and (T): What the Spread Reveals}

\section{One electron in two orbitals}

Let one electron occupy $\phi_1$, with $\phi_2$ empty, and let its ground state be $\cos\alpha\,\phi_1+\sin\alpha\,\phi_2$. With $T_1=t\,a_2^\dagger a_1$,
\begin{equation}
e^{T_1}\phi_1=\phi_1+t\,\phi_2 ,\qquad t=\tan\alpha .
\end{equation}
Now choose a different reference, $\phi_1'=\cos\theta\,\phi_1+\sin\theta\,\phi_2$, with $\phi_2'=-\sin\theta\,\phi_1+\cos\theta\,\phi_2$. As long as $\phi_1'$ is not orthogonal to the ground state, that state is proportional to $\phi_1'+t'\phi_2'$ with $t'=\tan(\alpha-\theta)$. The reference energy depends on $\theta$, the coupled-cluster energy does not: the single excitation absorbs the rotation.

The rotation matrix itself shows what happens in larger systems:
\begin{equation}
\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix}
=\begin{pmatrix}1&-\tan\theta\\0&1\end{pmatrix}
\begin{pmatrix}1/\cos\theta&0\\0&\cos\theta\end{pmatrix}
\begin{pmatrix}1&0\\ \tan\theta&1\end{pmatrix}.
\label{two}
\end{equation}
The right factor excites and can be merged with $T_1$. The middle factor rescales. The left factor de-excites, and no $T_1$ can absorb it. It is harmless here because singles span the whole space. With more electrons and $T$ truncated to singles and doubles it is the only source of reference dependence of the CCSD energy (Theorem 1); the perturbative (T) correction feels the other two factors as well.

\section{Setting}

The orbital basis is finite, orbitals are real, and all electrons are correlated. Spin orbitals $i,j$ are occupied in the determinant $\Phi$, and $a,b$ are virtual. Write $\langle X\rangle=\langle\Phi|X|\Phi\rangle$, and let $P_n$ project on $n$-fold excited determinants. A second reference is $\Phi'=U\Phi$ with
\begin{equation}
U=\exp\Big(\sum_{pq}\kappa_{pq}a_p^\dagger a_q\Big),\quad
u=e^{\kappa},\quad \kappa^T=-\kappa,\quad
Ua_q^\dagger U^{-1}=\sum_p a_p^\dagger u_{pq}.
\end{equation}
Its blocks are $u_{oo},u_{ov},u_{vo},u_{vv}$. We assume $\langle\Phi|\Phi'\rangle=\det u_{oo}\neq0$. CCSD takes $T=T_1+T_2$ and solves, with $\bar H=e^{-T}He^{T}$,
\begin{equation}
P_1\bar H\Phi=P_2\bar H\Phi=0,\qquad E=\langle\bar H\rangle .
\label{cc}
\end{equation}

\paragraph{Lemma 1 (Thouless).} $U\Phi=\det(u_{oo})\,e^{Z}\Phi$, where $Z=\sum_{ai}Z_{ai}a_a^\dagger a_i$ and $Z_{ai}=(u_{vo}u_{oo}^{-1})_{ai}$.

\textit{Proof.} The occupied columns of $u$ are $\binom{u_{oo}}{u_{vo}}=\binom{1}{u_{vo}u_{oo}^{-1}}u_{oo}$. Mixing the factors of an antisymmetric product by $u_{oo}$ multiplies it by $\det u_{oo}$, so
\begin{equation}
U\Phi=\det(u_{oo})\prod_i\Big(a_i^\dagger+\sum_a Z_{ai}a_a^\dagger\Big)|\mathrm{vac}\rangle .
\end{equation}
Since $[Z,a_i^\dagger]=\sum_aZ_{ai}a_a^\dagger$ commutes with $Z$, each bracket equals $e^{Z}a_i^\dagger e^{-Z}$. With $e^{-Z}|\mathrm{vac}\rangle=|\mathrm{vac}\rangle$ the product is $e^{Z}\Phi$. $\square$

Thouless's theorem shows that $e^{T_1}$ can reach any non-orthogonal determinant. It does not make CCSD invariant, because $T_2$ and the projections in \eqref{cc} also change with the reference.

\paragraph{Lemma 2.} $U=e^{L}\mathcal D e^{K}$, where $L$ is a single de-excitation with matrix $u_{ov}u_{vv}^{-1}$, $K$ a single excitation with matrix $u_{vv}^{-1}u_{vo}$, and $\mathcal D$ mixes occupied orbitals among themselves and virtual ones among themselves.

\textit{Proof.} Multiplying out the blocks gives
\begin{equation}
\begin{pmatrix}1&L\\0&1\end{pmatrix}
\begin{pmatrix}d_o&0\\0&d_v\end{pmatrix}
\begin{pmatrix}1&0\\K&1\end{pmatrix}
=\begin{pmatrix}d_o+Ld_vK&Ld_v\\ d_vK&d_v\end{pmatrix}.
\end{equation}
Equating this to $u$ gives $d_v=u_{vv}$, the stated $L$ and $K$, and $d_o=u_{oo}-u_{ov}u_{vv}^{-1}u_{vo}$. The inverse exists: orthogonality gives $u_{oo}^Tu_{oo}=1-u_{vo}^Tu_{vo}$ and $u_{vv}u_{vv}^T=1-u_{vo}u_{vo}^T$. The matrices $u_{vo}^Tu_{vo}$ and $u_{vo}u_{vo}^T$ have the same nonzero eigenvalues, so $|\det u_{vv}|=|\det u_{oo}|$, which is nonzero. Products of orbital matrices correspond to products of the operators that transform $a_q^\dagger$, so the factorization carries over to $U$. $\square$

\section{What CCSD feels of a new reference}

\paragraph{Theorem 1.} The CCSD solutions for $H$ on $\Phi'$ correspond one to one, with equal energies, to those for $H_L=e^{-L}He^{L}$ on $\Phi$.

\textit{Proof.} Excitation operators of the rotated orbitals have the form $UTU^{-1}$, and the rotated bras are $\langle\mu|U^{-1}$. CCSD on $\Phi'$ is therefore CCSD on $\Phi$ with
\begin{equation}
U^{-1}HU=e^{-K}\mathcal D^{-1}H_L\,\mathcal D e^{K}.
\end{equation}
Excitation operators commute, so $e^{K}e^{T}=e^{S}$ with $S=K+T$, again singles and doubles. Put $S'=\mathcal DS\mathcal D^{-1}$. It still contains singles and doubles, because $\mathcal D$ preserves the excitation rank. With $\mathcal D\Phi=\delta\,\Phi$, $\delta=\det d_o$,
\begin{equation}
e^{-S}\mathcal D^{-1}H_L\mathcal De^{S}\Phi
=\delta\,\mathcal D^{-1}e^{-S'}H_Le^{S'}\Phi .
\end{equation}
The factor $\mathcal D^{-1}$ is invertible within each rank, so the singles and doubles projections vanish on the left if and only if they vanish for $e^{-S'}H_Le^{S'}\Phi$. On $\langle\Phi|$ it gives $\delta^{-1}$, which cancels $\delta$ in the energy. $\square$

\paragraph{Remarks.} (i) The exciting factor has no effect: $e^{-K}He^{K}$ and $H$ give the same CCSD energy for any finite $K$.

(ii) If $T$ is not truncated, the energy is an eigenvalue of $H_L$, hence of $H$, and the dependence on $L$ disappears too. This covers CCSD for two electrons.

(iii) Let $H=F$ be a one-body operator with $F\Phi=E_0\Phi$. Since $L\Phi=0$, $e^{-L}Fe^{L}\Phi=E_0\Phi$, so $S'=0$ solves the equations and $T_1=-K$. However large the rotation, CCSD then returns $E_0$. The remaining dependence needs both $L$ and electron correlation.

Theorem 1 and Remark (i) were checked on an irregular arrangement of four hydrogen atoms in the STO-3G basis. A finite rotation that raises the reference energy by $3.22$ eV changes the CCSD energy by $-0.00042$ eV. The factor $L$ alone gives the same change, and $K$ alone gives zero to rounding.

\section{The slope of CCSD}

Take $u=e^{s\kappa}$. To first order in $s$ the operator in Theorem 1 is $sL$, where from now on $L=\sum_{ia}\kappa_{ia}a_i^\dagger a_a$.

\paragraph{Lemma 3.} At $s=0$,
\begin{equation}
\frac{dE_{\rm CCSD}}{ds}=-\langle\Lambda_2LP_3\bar H\rangle
+\tfrac12\langle\Lambda\bar HP_3[[L,T_2],T_2]\rangle ,
\label{slope}
\end{equation}
where $\Lambda=\Lambda_1+\Lambda_2$ is the de-excitation operator that makes $\langle(1+\Lambda)\bar H\rangle$ stationary in the amplitudes.

\textit{Proof.} Because of stationarity only the explicit change $dH_L/ds=[H,L]$ counts:
\begin{equation}
\frac{dE}{ds}=\langle(1+\Lambda)[\bar H-E,\bar L]\rangle,\qquad
\bar L=e^{-T}Le^{T}=L+[L,T]+\tfrac12[[L,T],T].
\end{equation}
Let $P=P_0+P_1+P_2$ and $Q=1-P$. The CCSD equations say $(\bar H-E)\Phi=Q\bar H\Phi$. For an excitation operator $X$ of rank one or two, stationarity reads
\begin{equation}
\langle(1+\Lambda)\bar HX\rangle=\langle(1+\Lambda)X\bar H\rangle=E\langle(1+\Lambda)X\rangle ,
\end{equation}
since $XQ\bar H\Phi$ has rank four or more and is invisible to $1+\Lambda$. Hence $\langle\Phi|(1+\Lambda)(\bar H-E)P=0$, and
\begin{equation}
\frac{dE}{ds}=\langle(1+\Lambda)\bar HQ\bar L\rangle-\langle(1+\Lambda)\bar LQ\bar H\rangle .
\end{equation}
Now count ranks. $L$ lowers the rank by one. In $Q\bar L\Phi$ only $\frac12[[L,T_2],T_2]$ reaches rank $-1+2+2=3$. $\bar H$ lowers by at most two, so the $1$ in $1+\Lambda$ drops out. In the second term the state must fall from triples or higher to rank two at most. The terms of $\bar L$ other than $L$ do not lower the rank, which leaves $\Lambda_2LP_3$. $\square$

CCSD thus feels the rotation through the triples it omits. For the four-atom system, the norm of the slope over the four spin-free rotations is $0.0158$ eV per radian from \eqref{slope} and from finite differences.

\section{The slope of (T), and a cancellation}

Let $\Phi$ now be the Hartree-Fock determinant and $F=\sum_p\varepsilon_pa_p^\dagger a_p$ its Fock operator, with $F\Phi=E_0\Phi$ and nonzero gaps. Scale the fluctuation:
\begin{equation}
H_\lambda=F+\lambda(H-F)=F+\lambda(v_0+W).
\end{equation}
The mean field of $H_\lambda$ is $(1-\lambda)F+\lambda F=F$, so $\Phi$ stays the Hartree-Fock solution. For the same reason $H-F$ consists of a constant $v_0$ and a normal-ordered two-body part $W$. The physical system has $\lambda=1$.

In any reference frame, with $H'=U^{-1}H_\lambda U$ and amplitudes $T'$, define (T) by
\begin{align}
(F_0'-E_0')T_3'\Phi&=-P_3[H',T_2']\Phi, \label{t3}\\
E_{(T)}&=\langle(T_1'+T_2')^\dagger H'T_3'\rangle , \label{et}
\end{align}
where $F_0'$ holds the occupied-occupied and virtual-virtual Fock blocks and $E_0'=\langle F_0'\rangle$. For non-Hartree-Fock orbitals \eqref{et} contains the off-diagonal Fock elements, through the part of $H'$ that joins triples to doubles.

\paragraph{Theorem 2.} About the Hartree-Fock reference, as $\lambda\to0$, the slopes of CCSD and of (T) are both $O(\lambda^3)$, while (T) itself is $O(\lambda^4)$. The $O(\lambda^3)$ slopes cancel, and the slope of CCSD(T) is $O(\lambda^4)$.

\textit{Proof.} To lowest order the doubles equation and its $\Lambda$ counterpart are
\begin{equation}
(F-E_0)T_2\Phi=-\lambda P_2W\Phi,\qquad
\langle\Phi|\Lambda_2(F-E_0)=-\lambda\langle\Phi|WP_2 .
\label{low}
\end{equation}
So $T_2=O(\lambda)$ and $\Lambda_2=T_2^\dagger+O(\lambda^2)$. Singles are driven by $W$ acting on doubles, so $T_1,\Lambda_1=O(\lambda^2)$. Define $M=\lambda P_3[W,T_2]\Phi=O(\lambda^2)$, the leading part of $P_3\bar H\Phi$. In the second term of \eqref{slope}, $F$ cannot lower the rank, so that term is of order $\lambda\cdot\lambda\cdot\lambda^2$. Therefore
\begin{equation}
\frac{dE_{\rm CCSD}}{ds}=-\langle\Phi|T_2^\dagger L|M\rangle+O(\lambda^4).
\label{a}
\end{equation}

At $s=0$, \eqref{t3} gives $(F-E_0)T_3\Phi=-M$, so $T_3=O(\lambda^2)$ and $E_{(T)}=O(\lambda\cdot\lambda\cdot\lambda^2)$. Now rotate. Let $K=\sum_{ai}\kappa_{ai}a_a^\dagger a_i$; antisymmetry of $\kappa$ gives $K^\dagger=-L$. By Remark (iii), $T_1'=-sK$ at lowest order in $\lambda$, whereas $T_2'$ changes by $O(s\lambda)$. The Hamiltonian acquires $s[F,L+K]$, of order $\lambda^0$. This term creates no triples from $T_2$: $[[F,L],T_2]$ has rank one, and $[[F,K],T_2]=0$. Hence $T_3'$ changes by $O(s\lambda^2)$. Only two contributions to the slope of \eqref{et} are of order $\lambda^3$:
\begin{equation}
\frac{dE_{(T)}}{ds}=\langle-K^\dagger\lambda WT_3\rangle+\langle T_2^\dagger[F,L]T_3\rangle+O(\lambda^4).
\label{b}
\end{equation}
The first equals $\lambda\langle LWT_3\rangle$. In the second write $[F,L]=(F-E_0)L-L(F-E_0)$ and use \eqref{low} on the left and $(F-E_0)T_3\Phi=-M$ on the right:
\begin{equation}
\langle T_2^\dagger[F,L]T_3\rangle=-\lambda\langle WLT_3\rangle+\langle\Phi|T_2^\dagger L|M\rangle .
\end{equation}
In both $\langle LWT_3\rangle$ and $\langle WLT_3\rangle$ the part of $W$ that acts lowers the rank by two. It is a pure de-excitation and commutes with $L$, so the two terms cancel. What is left is the negative of \eqref{a}. $\square$

\paragraph{Reading.} Relative to their own sizes the two parts behave differently. The CCSD slope divided by the correlation energy $\lambda\langle WT_2\rangle=O(\lambda^2)$ falls as $\lambda$, while the slope of (T) divided by (T) grows as $1/\lambda$. But for weak fluctuations this dependence is the repair of what CCSD gets wrong. Dropping the $T_1$ or the off-diagonal Fock term in \eqref{et} would spoil it. The quantity to watch is therefore the spread of the sum.

For the four atoms, comparing $\lambda=0.08$ with $0.04$ gives the powers $3.03$ for the CCSD slope, $3.01$ for the (T) slope, $4.05$ for their sum and $4.06$ for (T) itself. At $\lambda=1$ the cancellation is only partial: the slope norms of CCSD, (T) and CCSD(T) are $0.0158$, $0.0154$ and $0.0153$ eV per radian. The two slopes still partly oppose each other, but their sum is hardly smaller than either. The theorem also says nothing about finite rotations. In the one used above, (T) goes from $-0.0021$ to $-0.0140$ eV, a change of $-0.0119$ eV. This is 28 times the CCSD change and has the same sign. Neither the ratio nor the sign is general: six other random rotations of the same size give ratios between $-6.6$ and $+6.8$, four of them negative. A poor reference can thus make the total less stable than CCSD.

\section{The spread as a diagnostic}

\paragraph{Theorem 3.} Let a method give energies $E_1,\dots,E_n$ for one state from $n$ references, with spread $\Delta=\max_kE_k-\min_kE_k$. At least one energy differs from full CI in the same basis by $\Delta/2$ or more.

\textit{Proof.} Full CI has the same value $E_{\rm FCI}$ for all references. For the two extreme energies
$\Delta\le|E_{\max}-E_{\rm FCI}|+|E_{\min}-E_{\rm FCI}|$, so one term is at least $\Delta/2$. $\square$

The converse is false, since an error shared by all references leaves no trace in $\Delta$. The bound refers to one full CI energy common to all references. Frozen cores taken from different orbitals define different full CI problems, and the spread then does not bound the errors within each of them. And the references must lead to the same state. Overlaps between the reference determinants help to check this, but do not prove it.

\section{Triplet NH}

The example is the lowest triplet of NH in the 6-31G basis, near equilibrium ($1.04$ \AA) and stretched ($2.00$ \AA). The Kohn-Sham reference takes only its orbitals from an unrestricted PBE calculation; Hamiltonian and Fock matrix are the ab initio ones. Errors are relative to full CI in this basis, so basis-set error, relativity and nuclear motion are left out. All entries are in eV. They belong to this small basis and are not converged values for NH. In cc-pVDZ at $1.04$ \AA\ the spreads over the three references become $0.19$ eV (reference), $0.0026$ eV (CCSD), $0.0022$ eV ((T)) and $0.0004$ eV (CCSD(T)), and (T) on UHF orbitals grows from $-0.012$ to $-0.042$ eV. At $2.00$ \AA\ (T) on ROHF orbitals grows from $-0.10$ to about $-0.19$ eV.

\begin{center}
\begin{tabular}{lrrrr}
 & $\Phi$ error & CCSD error & (T) & CCSD(T) error\\
\multicolumn{5}{l}{$1.04$ \AA}\\
UHF & 1.9109 & 0.0180 & $-0.0121$ & 0.0059\\
ROHF & 2.0356 & 0.0180 & $-0.0121$ & 0.0059\\
PBE & 2.0068 & 0.0189 & $-0.0127$ & 0.0062\\
\multicolumn{5}{l}{$2.00$ \AA}\\
UHF & 1.2978 & 0.0710 & $-0.0401$ & 0.0309\\
ROHF & 4.1166 & 0.1145 & $-0.1001$ & 0.0144\\
PBE & 2.1664 & 0.0809 & $-0.0514$ & 0.0295
\end{tabular}
\end{center}

Near equilibrium the reference energies spread over $2.0356-1.9109=0.1247$ eV, the CCSD energies over $0.0009$ eV. From UHF to PBE orbitals CCSD rises by $0.0009$ eV and (T) falls by $0.0006$ eV, leaving $0.0003$ eV. The two changes oppose each other here. Theorem 2 does not guarantee this for a finite rotation at $\lambda=1$, and in the four-atom example they had the same sign. The largest CCSD(T) error, $0.0062$ eV, is nevertheless some twenty times the spread: the references agree on a common error.

At $2.00$ \AA\ the references are very different. UHF has $\langle S^2\rangle=2.88$ instead of $2$; ROHF has the right spin but lies $4.12$ eV too high, and its overlap with UHF is $0.67$. CCSD reduces a reference spread of $2.82$ eV to $0.1145-0.0710=0.0435$ eV, or $1.5\%$ of it. The norm of $T_1$ is $0.40$ for ROHF, $0.19$ for UHF and $0.048$ for PBE, so it does not follow the order of the reference energies. The (T) correction varies by a factor of $2.5$. From UHF to ROHF the changes are
\begin{equation}
\underbrace{+0.0435}_{\rm CCSD}\;\underbrace{-\,0.0600}_{\rm (T)}=-0.0165\ \mathrm{eV}.
\end{equation}
They still oppose each other, but (T) now overcompensates.

The CCSD(T) spread of $0.0165$ eV guarantees an error of at least $0.008$ eV somewhere; the largest is $0.031$ eV. Between the two bond lengths the spread grows by a factor of about fifty and the largest error by a factor of five. The spread thus flags the harder case without measuring its error. Nor does it select the best reference: ROHF, with the highest reference energy and the largest CCSD error, has the smallest CCSD(T) error here.

In use, the three spreads are best read together. A large reference spread with small CCSD and CCSD(T) spreads means that the choice of orbitals has been absorbed. A (T) spread that is large but offset by CCSD does not by itself prove an error in the sum, but it gives no assurance either: at $2.00$ \AA\ it comes with the larger error. If the CCSD(T) spread exceeds twice the accuracy required, at least one of the energies fails that requirement. The spread does not tell which one, and another reference may still be good enough, so a comparison with a more complete treatment, such as one with fuller triples, is advisable. If it is small, the accuracy still has to be established by other means. The remaining values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
H4, STO-3G: algebra tests
overlap of rotated and HF determinants: 0.9062
reference energy rise: 3.2233 eV
CCSD change, full rotation: -0.000423 eV
CCSD change, L factor only: -0.000423 eV
CCSD change, K factor only: 2.4e-14 eV (abs)
(T) on HF: -0.002088 eV
(T) on rotated reference: -0.014007 eV
CCSD slope norm, formula: 0.015794 eV/rad
CCSD slope norm, differences: 0.015794 eV/rad
(T) slope norm: 0.015390 eV/rad
CCSD(T) slope norm: 0.015309 eV/rad
fluctuation strengths compared: 0.08, 0.04
power of strength, CCSD slope: 3.030
power of strength, (T) slope: 3.010
power of strength, CCSD(T) slope: 4.052
power of strength, (T) itself: 4.060
NH triplet, 6-31G, bond 1.04 angstrom
full CI energy: -1496.9833 eV
UHF: <S^2> 2.0134, T1 norm 0.0261, overlap with UHF 1.0000
  errors (eV): ref 1.9109, CCSD 0.0180, CCSD(T) 0.0059
  (T) correction: -0.0121 eV
ROHF: <S^2> 2.0000, T1 norm 0.0613, overlap with UHF 0.9966
  errors (eV): ref 2.0356, CCSD 0.0180, CCSD(T) 0.0059
  (T) correction: -0.0121 eV
KS-PBE: <S^2> 2.0034, T1 norm 0.0412, overlap with UHF 0.9982
  errors (eV): ref 2.0068, CCSD 0.0189, CCSD(T) 0.0062
  (T) correction: -0.0127 eV
spread (eV): ref 0.1247, CCSD 0.0009
spread (eV): (T) 0.0006, CCSD(T) 0.0003
half CCSD(T) spread: 0.0002 eV
largest CCSD(T) error: 0.0062 eV
NH triplet, 6-31G, bond 2.00 angstrom
full CI energy: -1494.7517 eV
UHF: <S^2> 2.8820, T1 norm 0.1868, overlap with UHF 1.0000
  errors (eV): ref 1.2978, CCSD 0.0710, CCSD(T) 0.0309
  (T) correction: -0.0401 eV
ROHF: <S^2> 2.0000, T1 norm 0.4004, overlap with UHF 0.6702
  errors (eV): ref 4.1166, CCSD 0.1145, CCSD(T) 0.0144
  (T) correction: -0.1001 eV
KS-PBE: <S^2> 2.4984, T1 norm 0.0481, overlap with UHF 0.9535
  errors (eV): ref 2.1664, CCSD 0.0809, CCSD(T) 0.0295
  (T) correction: -0.0514 eV
spread (eV): ref 2.8188, CCSD 0.0435
spread (eV): (T) 0.0600, CCSD(T) 0.0165
half CCSD(T) spread: 0.0083 eV
largest CCSD(T) error: 0.0309 eV
\end{verbatim}
